# Barrier Reduction Between Ten-Year Retention and Ten-Nanosecond Switching

## Problem

A memory cell in an oxide film stores a bit in the position of one charged oxygen vacancy. The bit is lost, or deliberately written, when the vacancy makes one thermally activated hop over a barrier. The mean time before a hop must be ten years during storage and 10 ns during switching.

(a) Derive the hopping rate for a classical particle in a harmonic well. Show that, at 300 K and with equal prefactors, the two times require barriers that differ by about 0.98 eV.

(b) How does the requirement change if the prefactors differ, or if a loss probability of $10^{-4}$ over ten years and a write-failure probability of $10^{-4}$ within 10 ns are demanded?

(c) Let the storage potential be a cosine of period $a=0.30$ nm. The vacancy has charge number $z=2$ and well frequency $\nu=6.5\times10^{12}\ \mathrm{s^{-1}}$. What field would achieve the switching at 300 K? Compare it with a breakdown field of 10 MV/cm.

(d) Suppose that the field is 5 MV/cm and the cell is hot while it switches. What temperature is needed, and in what sense is the barrier still reduced by 0.98 eV?

(e) Estimate the effect of quantum motion on the answer to (a).

The algebra is in atomic units ($\hbar=e=1$), with $k_B$ kept. Numbers are in eV, nm, MV/cm, K and s.

## Solution

### (a) Rate and barrier difference

If the chance of a hop per unit time is a constant $k$, the probability $P$ that no hop has occurred obeys $dP/dt=-kP$, so $P=e^{-kt}$. The mean waiting time is

$$\tau=\int_0^\infty t\,k e^{-kt}\,dt=\frac1k .$$

To find $k$, assume that the particle, of mass $m$, is in thermal equilibrium inside its well. Assume also that every particle crossing the barrier top $x_t$ outward stays out. The rate is then the outward flux at $x_t$ divided by the population of the well. With the Boltzmann weight $\exp[-(mv^2/2+U)/k_BT]$,

$$k=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}\;
\frac{e^{-U(x_t)/k_BT}}{\int_{\rm well}e^{-U(x)/k_BT}dx}.$$

The first numerator is $k_BT/m$ and its denominator is $\sqrt{2\pi k_BT/m}$, so the velocity factor is $\sqrt{k_BT/2\pi m}$. If the barrier is many $k_BT$ high, the particle stays near the bottom, where $U\simeq U_0+m\omega^2x^2/2$. The well integral becomes $e^{-U_0/k_BT}\sqrt{2\pi k_BT/m\omega^2}$. With $E=U(x_t)-U_0$,

$$k=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-E/k_BT}=\nu\,e^{-E/k_BT},\qquad \nu=\frac{\omega}{2\pi}.$$

This value is an upper bound for the classical rate. Strong friction makes some particles recross the top, and very weak friction refills the states near the top too slowly to keep them in equilibrium. Both lower the prefactor, so write $k=A e^{-E/k_BT}$ in general. Since $\tau=1/k$, the barrier that gives a mean time $\tau$ is $E=k_BT\ln(A\tau)$. Subtracting the switching barrier (index $s$) from the retention barrier (index $r$) gives

$$\Delta E=E_r-E_s=k_BT\ln\frac{\tau_r}{\tau_s}+k_BT\ln\frac{A_r}{A_s}. \tag{1}$$

For equal prefactors the second term is zero, and the value of the common prefactor is irrelevant. Ten years are $3.156\times10^{8}$ s, so the time ratio is $3.156\times10^{16}$ and its logarithm is 37.99. With $k_BT=0.025852$ eV,

$$\Delta E=0.025852\ \mathrm{eV}\times37.99=0.982\ \mathrm{eV},$$

or $1.57\times10^{-19}$ J. As a test, the flux and well integrals were evaluated numerically for a harmonic well cut off at the barrier energy, and the barrier was adjusted until each mean time was met. The difference was again 0.982 eV.

The individual barriers do depend on the prefactor. For $A=\nu=6.5\times10^{12}\ \mathrm{s^{-1}}$ they are $E_r=1.2686$ eV and $E_s=0.2865$ eV. The smaller one is still about $11\,k_BT$, so the assumption of a high barrier holds in both states.

### (b) Unequal prefactors and error targets

By equation (1), a retention prefactor ten times the switching prefactor adds $k_BT\ln10=0.060$ eV. If the stored vacancy can escape equally well to either side and both escapes lose the bit, the retention rate doubles, which adds $k_BT\ln2=0.018$ eV. The logarithm makes the result tolerant of such factors.

The error targets matter more. A mean time of ten years is a weak guarantee: after one mean time a fraction $1-e^{-1}=0.63$ of the bits has been lost. Let $t_r$ be ten years, $t_s$ be 10 ns, and $p$ the permitted error probability of each operation. The two demands are

$$1-e^{-k_rt_r}=p,\qquad e^{-k_st_s}=p,$$

which give $k_r=-\ln(1-p)/t_r$ and $k_s=\ln(1/p)/t_s$. For equal prefactors $k_s/k_r=e^{\Delta E/k_BT}$, and therefore

$$\Delta E=k_BT\ln\frac{t_r}{t_s}+k_BT\ln\frac{\ln(1/p)}{-\ln(1-p)}.$$

For $p=10^{-4}$ the second term is 0.296 eV, and the total rises to 1.278 eV. The figure of 0.98 eV thus belongs to mean times; error targets of $10^{-4}$ need about 30 percent more, and the second term keeps growing, roughly as $k_BT\ln(1/p)$, for stricter targets.

### (c) Field alone

Let the field $F$ point along $+x$ and take the vacancy charge as positive. With $E_0=E_r$ the barrier at zero field,

$$U(x)=\frac{E_0}{2}\left(1-\cos\frac{2\pi x}{a}\right)-zFx .$$

This well is open on both sides. The times quoted from here on count hops along $+x$ only, the direction in which the cell is written. At zero field hops along $-x$ are equally frequent, so the mean time before a hop to either side is half as long. To keep it at ten years, $E_0$ would have to be larger by the $k_BT\ln2=0.018$ eV found in (b).

Put $\theta=2\pi x/a$. The condition $U'=0$ reads $(\pi E_0/a)\sin\theta=zF$, or

$$\sin\theta=s,\qquad s=\frac{zFa}{\pi E_0}.$$

Since $U''=(2\pi^2E_0/a^2)\cos\theta$, the minimum is at $\theta_1=\arcsin s$, where the cosine is positive, and the next maximum is at $\theta_2=\pi-\theta_1$. The barrier is

$$E_F=\frac{E_0}{2}(\cos\theta_1-\cos\theta_2)-\frac{zFa}{2\pi}(\theta_2-\theta_1).$$

Here $\cos\theta_1=-\cos\theta_2=\sqrt{1-s^2}$ and $\theta_2-\theta_1=\pi-2\arcsin s=2\arccos s$. Replacing $zFa$ by $\pi E_0s$ gives

$$E_F=E_0\left[\sqrt{1-s^2}-s\arccos s\right]. \tag{2}$$

For small $s$, $\arccos s\simeq\pi/2-s$, so to first order $E_F\simeq E_0-\pi E_0s/2=E_0-zFa/2$. This is the work done by the field over the half period from well to top. The full barrier exceeds the linear estimate by

$$E_0\left[\sqrt{1-s^2}+s\arcsin s-1\right].$$

The bracket vanishes at $s=0$ and its derivative is $\arcsin s>0$, so for $0<s<1$ the linear law overstates the lowering. The reason is that the field moves the minimum and the maximum towards each other, which shortens the path over which it does work.

The field also softens the well. Its curvature is multiplied by $\cos\theta_1=\sqrt{1-s^2}$, and the frequency by the square root of that factor:

$$A_s=\nu(1-s^2)^{1/4}.$$

At zero field, $m(2\pi\nu)^2=2\pi^2E_0/a^2$ gives $m=E_0/(2a^2\nu^2)$, which is 16.1 atomic mass units. The chosen frequency is therefore consistent with the motion of an oxygen ion into the vacancy.

The linear law with equal prefactors would require

$$F=\frac{2\Delta E}{za}=\frac{2\times0.982}{2\times0.30}\ \mathrm{V/nm}=3.27\ \mathrm{V/nm},$$

that is, 32.7 MV/cm. Solving $E_F=k_BT\ln(A_s\tau_s)$ with equation (2) and the softened prefactor gives 41.3 MV/cm, at $s=0.622$. The barrier there is 0.2833 eV, slightly below the 0.2865 eV found in (a). The softer well makes fewer attempts per second, so the barrier must fall by a further 0.003 eV.

The required field is 4.1 times the breakdown field. At 10 MV/cm and 300 K the barrier is still 0.983 eV and the mean hopping time is $5.1\times10^3$ s, well over an hour instead of 10 ns. This model cell cannot be switched in time by field alone without exceeding breakdown.

The field on an ion at rest can exceed the mean field, so it must be checked which of the two belongs in the barrier. At a cubic site surrounded by point dipoles, the Lorentz field is $F+4\pi P_d/3$, where $P_d$ is the polarization. With $4\pi P_d=(\epsilon-1)F$, the enhancement is $(\epsilon+2)/3$. A relative permittivity $\epsilon=10$ gives a factor 4.0. This factor must not multiply the barrier lowering, however. A hop by one full period leaves the crystal in an equivalent state, so the energy gained is $zFa$ with $F$ the mean field, whatever the local field does on the way. If the path is symmetric about its top, the part of this energy that is linear in $F$ is gained equally in the two halves of the hop. The first-order lowering is then $zFa/2$, again with the mean field, as in the model above. This argument fixes the first order only. The difference between local and mean field adds to $U$ a periodic term proportional to $F$, which vanishes at the zero-field well and top but shifts both. If it is a single harmonic and the force at the well is four times the mean, its amplitude is $3zFa/2\pi$, about 0.29 eV at 10 MV/cm and 1.2 eV at 41 MV/cm, against $E_0/2=0.63$ eV. Added in quadrature to the cosine, such a term raises the barrier at second order in $F$. Equation (2) and the fields, times and temperatures drawn from it therefore hold only for a field that is uniform along the path. In a strongly polarizable oxide, switching by field alone can be harder still.

### (d) Field and heat together

Let the cell be at temperature $T_h$ while it switches, with $T=300$ K kept as the reference. The Boltzmann factor can be written as if the cell were still at $T$:

$$e^{-E_F/k_BT_h}=e^{-E_{\rm eff}/k_BT},\qquad E_{\rm eff}=E_F\frac{T}{T_h}. \tag{3}$$

A hop in time $\tau_s$ requires $E_F=k_BT_h\ln(A_s\tau_s)$, hence

$$T_h=\frac{E_F}{k_B\ln(A_s\tau_s)}.$$

At 5 MV/cm equation (2) gives $E_F=1.122$ eV, a true lowering of only 0.146 eV. The required temperature is 1175 K. Equation (3) then gives

$$E_{\rm eff}=1.122\ \mathrm{eV}\times\frac{300}{1175}=0.2865\ \mathrm{eV},$$

which lies 0.982 eV below the retention barrier. This is the sense of "effective": the potential barrier has fallen by 0.146 eV, and the higher temperature does the rest. Full flux integrals over the cosine potential, in place of the harmonic formula, give an effective reduction of 0.9817 eV.

With no field, a mean time of 10 ns for hops along $+x$ would require 1328 K. Heat alone, however, gives no preferred direction, since the barriers on the two sides are then equal. At 5 MV/cm the barrier against the field is higher by $zFa=0.30$ eV. At 1175 K, $k_BT_h=0.025852\times1175/300=0.101$ eV, so the ratio of backward to forward hops is $e^{-0.30/0.101}\simeq0.05$. About one first hop in twenty goes the wrong way. The hot cell meets the mean-time requirement, but a single hop of this kind would not meet an error target of $10^{-4}$. If the bit is read as exactly one hop forward, a longer pulse does not cure this. For the chance of no hop at all to fall to $10^{-4}$, the pulse must last $\ln10^4=9.2$ mean waiting times, and in this periodic potential the vacancy then makes about nine hops on average. This count assumes that friction traps the vacancy in the next well after each crossing; with weak friction, or at the strong tilt of (c), one crossing can carry it over several periods. A cell read in this way would need something that stops the vacancy after the first hop, which the model does not contain. If instead any net forward displacement counts as written, a longer pulse does help, because later forward hops undo a wrong first one.

### (e) Quantum motion

Two effects enter: the well has discrete levels, and particles can tunnel below the top or be reflected above it. Let $u=\omega/k_BT$. The level sum of the harmonic well is

$$Z=\sum_{n=0}^{\infty}e^{-u(n+1/2)}=\frac{1}{2\sinh(u/2)},$$

while its classical value is $1/u$. The smaller population integral raises the rate by $2\sinh(u/2)/u$.

Near its top the barrier is an inverted parabola. In the cosine potential, tilted or not, its curvature has the same magnitude as that of the well, because $\cos\theta_2=-\cos\theta_1$. In scaled variables with $[q,p]=i$, the Hamiltonian measured from the top is $H=\omega(p^2-q^2)/2$. Define $Q=(p+q)/\sqrt2$ and $R=(p-q)/\sqrt2$. Then $[Q,R]=i$ and $H=\omega(QR+RQ)/2$. Classically $Q$ grows as $e^{\omega t}$ and $R$ decays, so the sign of $Q$ tells on which side the particle ends, and a particle arriving from the left has $R>0$. With $\eta=\varepsilon/\omega$, the state of energy $\varepsilon$ arriving from the left is $R^{-1/2-i\eta}$ for $R>0$ and zero for $R<0$. Its Fourier transform is

$$\psi(Q)\propto\int_0^\infty e^{iQR}R^{-1/2-i\eta}dR\propto(-iQ)^{-1/2+i\eta}.$$

Since $-iQ=|Q|e^{\mp i\pi/2}$ for $Q\gtrless0$, the moduli on the two sides are in the ratio $e^{\pi\eta/2}:e^{-\pi\eta/2}$. Transmission and reflection probabilities are thus in the ratio $e^{2\pi\eta}:1$, and the transmission is $1/(1+e^{-2\pi\varepsilon/\omega})$.

The classical transmission is a step at $\varepsilon=0$, whose thermal average, $\int_0^\infty e^{-y}dy$ with $y=\varepsilon/k_BT$, is 1. The quantum average is

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u}{2\pi}\int_{-\infty}^{\infty}\frac{e^{-\alpha t}\,dt}{1+e^{-t}}=\frac{u/2}{\sin(u/2)},\qquad \alpha=\frac{u}{2\pi}<1 .$$

The last integral, $I$, follows by shifting the path by $2\pi i$. This multiplies the integrand by $e^{-2\pi i\alpha}$ and encloses the pole at $t=i\pi$, with residue $e^{-i\pi\alpha}$. Hence $I(1-e^{-2\pi i\alpha})=2\pi i\,e^{-i\pi\alpha}$, or $I=\pi/\sin\pi\alpha$. The two effects together multiply the rate by

$$\frac{2\sinh(u/2)}{u}\,\frac{u/2}{\sin(u/2)}=\frac{\sinh(u/2)}{\sin(u/2)} .$$

At 300 K the stored vacancy has $u=1.04$ and a factor 1.094. In the state switched by field alone, the softer well gives 1.073. By equation (1) only the ratio matters, and it changes $\Delta E$ by 0.0005 eV. Within this parabolic estimate, quantum motion is negligible here.

### The model beside a real oxide cell

The hop length, permittivity and breakdown field are rough values in the regime of an MgO film. The geometry is not that of MgO. There a vacancy has twelve neighbouring oxygen sites along $\langle110\rangle$, so escape by any path costs $k_BT\ln12=0.064$ eV instead of $k_BT\ln2$. A field along [001] acts only on the projection $a/\sqrt2$ of the hop, which raises the field of (c) for one path by $\sqrt2$, to about 58 MV/cm. The barrier of 1.269 eV is what the ten-year demand fixes; it is not offered as the migration barrier of MgO. The field of 41 MV/cm is far outside the working range of such a film. In oxide memories that switch through a narrow conducting path, current heats the path, which breaks the assumption of equal temperatures. In the example of (d), this cuts the true lowering from 0.98 to 0.15 eV. Whether a given device reaches 1175 K depends on its current and heat flow, which are not modelled here. Nor is it shown that the film can hold 5 MV/cm at that temperature: the breakdown field of 10 MV/cm is meant for a film near room temperature, and hot oxides generally break down at lower fields. The example of (d) therefore illustrates how field and heat share the task and is not a proposed operating point.

Storage is also often warmer than 300 K. With the barrier held at 1.269 eV, the mean retention time at 358.15 K (85 °C) falls to $1.1\times10^5$ s, little more than a day, if the vacancy can escape to one side only, and to half of that if both sides are open. If both mean times must be met at that temperature with equal prefactors, $\Delta E$ grows in proportion to $T$ and becomes 1.17 eV. The complete set of values is in the numerical output below.

## Table of computed values

```
temperature: 300 K
thermal energy kT: 0.025852 eV
mean retention time: 3.15576e+08 s
mean switching time: 1.0e-08 s
time ratio: 3.15576e+16
ln(time ratio): 37.9906
required barrier reduction: 0.9821 eV
same, from flux integrals: 0.9821 eV
same, main result converted: 1.5736e-19 J
fraction lost after one mean time: 0.632
well frequency: 6.50e+12 1/s
hop length: 0.30 nm
ion charge number: 2
mass implied by cosine well: 16.1 u
retention barrier: 1.2686 eV
switching barrier: 0.2865 eV
cost of tenfold prefactor ratio: 0.0595 eV
cost of twofold prefactor ratio: 0.0179 eV
error target, each operation: 1e-04
extra reduction for error targets: 0.2955 eV
total with error targets: 1.2776 eV
rough breakdown field: 10.0 MV/cm
field needed, linear law: 32.7 MV/cm
field needed, full barrier: 41.3 MV/cm
reduced field s there: 0.622
full barrier there: 0.2833 eV
needed / breakdown field: 4.13
rough relative permittivity: 10
Lorentz field factor: 4.00
barrier at breakdown field: 0.9830 eV
mean time at that field, 300 K: 5.06e+03 s
working field: 5.0 MV/cm
true lowering at working field: 0.1464 eV
barrier at working field: 1.1222 eV
temperature needed with that field: 1175 K
effective 300 K barrier when hot: 0.2865 eV
effective reduction, flux integrals: 0.9817 eV
temperature needed, heat alone: 1328 K
warm storage temperature: 358.15 K
mean retention when warm: 1.09e+05 s
reduction if both times hold warm: 1.1725 eV
field softening adds: 0.0032 eV
u = h nu / kT at 300 K: 1.040
quantum rate factor, retention: 1.094
quantum rate factor, switching: 1.073
quantum change of reduction: 0.00051 eV
largest anharmonic lifetime error: 2.5 percent
```
